# Can two unequal van der Pauw readings be averaged?

## Question

I measure the sheet resistance of thin films with four small contacts on the edge of the sample. I take one reading with the current along one side and a second with everything moved round by one contact. Then I average the two and multiply by $\pi/\ln 2$.

To test this I worked out the readings for a model film whose answer I know: platinum, 100 nm thick, resistivity 15 µΩ cm, cut to 10 mm × 8 mm with point contacts at the corners. Its sheet resistance is 1.5000 Ω/sq. The readings are 0.62426 Ω and 0.15060 Ω, and my recipe gives 1.7560 Ω/sq.

I expected one reading to be too high and the other too low, so that the average would come out right. Is this just an unlucky shape? Could another sample err the other way? And when is the average good enough?

## Answer

For a uniform film with point contacts on its edge, the shape sets the size of the error but not its sign. The factor $\pi/\ln 2$ belongs to two equal readings. For unequal ones the sheet resistance follows from a nonlinear equation, and the curvature of the exponential in it fixes the direction of the error.

### The equation the readings obey

Number the contacts 1, 2, 3, 4 in order around the edge. Define

$$R_A=\frac{V_4-V_3}{I}\ \ (\text{current in at 1, out at 2}),\qquad R_B=\frac{V_1-V_4}{I}\ \ (\text{in at 2, out at 3}).$$

The film is assumed uniform, isotropic, free of holes and thin enough for the current to flow in two dimensions. The contacts are points on the edge. The sheet resistance $R_s$ is resistivity divided by thickness.

Start with a film that fills a half-plane. A current $I$ entering at an edge point spreads over half circles of length $\pi r$, so the current per unit width is $I/(\pi r)$. The field is $R_s$ times this, and integrating $-dV/dr=IR_s/(\pi r)$ gives

$$V=-\frac{IR_s}{\pi}\ln r+\text{constant}.$$

The field points along the edge there, so no current crosses the edge, as required. A contact that removes the current contributes the same expression with the opposite sign. With current in at $x_1$ and out at $x_2$,

$$V(x)=\frac{IR_s}{\pi}\ln\frac{|x-x_2|}{|x-x_1|}+\text{constant}.$$

Let the gaps between successive contacts be $a$, $b$, $c$. Contact 4 is at distance $b+c$ from contact 2 and $a+b+c$ from contact 1. Contact 3 is at distances $b$ and $a+b$. Therefore

$$R_A=\frac{R_s}{\pi}\left[\ln\frac{b+c}{a+b+c}-\ln\frac{b}{a+b}\right]=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{b(a+b+c)}.$$

For $R_B$ the source is contact 2 and the sink is contact 3. The ratio of distances (to sink over to source) is $(a+b)/a$ at contact 1 and $c/(b+c)$ at contact 4, so

$$R_B=\frac{R_s}{\pi}\left[\ln\frac{a+b}{a}-\ln\frac{c}{b+c}\right]=\frac{R_s}{\pi}\ln\frac{(a+b)(b+c)}{ac}.$$

Multiply each by $-\pi/R_s$, exponentiate, and add:

$$e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=\frac{b(a+b+c)+ac}{(a+b)(b+c)}=1.\tag{1}$$

The last step holds because both numerator and denominator expand to $ab+b^2+bc+ac$. The gaps have dropped out. Each exponential is positive and the two sum to 1, so each is below 1 and both readings are positive.

Your film is not a half-plane, but the Riemann mapping theorem supplies a conformal map from any hole-free region with an ordinary edge to the half-plane. Choose the map so that the point sent to infinity lies between contacts 4 and 1, and reflect if necessary to get the order 1, 2, 3, 4. Carry the potential along with the map. Locally the map rotates and stretches lengths by some factor $m$, which has three consequences:

- The Laplacian of $V$ is multiplied by $1/m^2$, so where it was zero it stays zero.
- Angles are kept, so field lines parallel to the edge stay parallel to it.
- The current through a line element is $(1/R_s)(\partial V/\partial n)\,dl$. The derivative scales as $1/m$ and the length as $m$, so the current is unchanged.

At a sharp corner of the film the map does not keep angles, but the current through a small arc around the corner is still unchanged, so a contact may sit there. Voltages, currents and $R_s$ are thus the same in both films, and equation (1) holds for the original shape.

It also has only one solution. As a trial value $s$ in place of $R_s$ runs from 0 to infinity, each exponential rises steadily from 0 to 1. Their sum rises from 0 to 2 and passes 1 once.

If $R_A=R_B=R$, equation (1) reads $2e^{-\pi R/R_s}=1$, so $R_s=\pi R/\ln 2$. That is where your factor comes from.

### Why the average cannot err downwards

Write $\alpha=\pi R_A/R_s$ and $\beta=\pi R_B/R_s$, so that $e^{-\alpha}+e^{-\beta}=1$. The function $e^{-x}$ is convex: its value at the midpoint of two arguments is no greater than the mean of its two values. For two points this follows from a square:

$$0\le\left(e^{-\alpha/2}-e^{-\beta/2}\right)^2=e^{-\alpha}+e^{-\beta}-2e^{-(\alpha+\beta)/2}=1-2e^{-(\alpha+\beta)/2}.$$

Hence $e^{-(\alpha+\beta)/2}\le\tfrac12$. Taking logarithms and reversing the sign gives $(\alpha+\beta)/2\ge\ln 2$. Putting the resistances back,

$$\frac{\pi}{R_s}\,\frac{R_A+R_B}{2}\ge\ln 2\quad\Longrightarrow\quad R_{\rm avg}\equiv\frac{\pi}{\ln 2}\,\frac{R_A+R_B}{2}\ \ge\ R_s.$$

The square vanishes only for $\alpha=\beta$. Unequal readings therefore make the average too high, and equal readings make it exact.

Your expectation of cancellation would be right if equation (1) were linear in the readings. In fact, a rise in one reading lowers its exponential by less than an equal fall in the other, starting from the same value, raises that one. To bring the sum back to 1, $R_s$ must lie below the averaged value.

The theorem compares two ways of treating the same pair of readings. Noise can still push both results below the true sheet resistance of the film, and so can contacts that are not points on the edge. On a square film, where the readings are equal, highly conducting square pads at the corners make the average about 0.3 % low if their side is a tenth of the sample's and about 5 % low if it is a fifth.

### How large the error is

Let $m$ now stand for the mean $(\alpha+\beta)/2$ and let $d=(\alpha-\beta)/2$, so $\alpha=m+d$ and $\beta=m-d$. Then

$$e^{-m}\left(e^{-d}+e^{d}\right)=1\quad\Longrightarrow\quad m=\ln(2\cosh d).$$

Since $R_{\rm avg}/R_s=m/\ln 2$, the error relative to the true value is

$$\varepsilon\equiv\frac{R_{\rm avg}}{R_s}-1=\frac{\ln(\cosh d)}{\ln 2},\qquad d=\frac{\pi(R_A-R_B)}{2R_s}.\tag{2}$$

This contains $R_s$ itself. To express the error through the readings alone, use the asymmetry

$$\delta=\frac{R_A-R_B}{R_A+R_B}=\frac{d}{m}.$$

**Nearly equal readings.** Because $m=(1+\varepsilon)\ln 2$, we have $d=\delta(1+\varepsilon)\ln 2$. Insert $\cosh d=1+d^2/2+d^4/24+\dots$ into $\ln(1+u)=u-u^2/2+\dots$. The fourth-order terms are $d^4/24-d^4/8=-d^4/12$, so

$$\varepsilon=\frac{1}{\ln 2}\left(\frac{d^2}{2}-\frac{d^4}{12}+\dots\right).$$

To lowest order $d=\delta\ln 2$ and $\varepsilon=(\ln 2/2)\delta^2$. Feeding this back gives $d^2=\delta^2(\ln 2)^2(1+\delta^2\ln 2+\dots)$, and

$$\varepsilon=\frac{\ln 2}{2}\,\delta^2+\left[\frac{(\ln 2)^2}{2}-\frac{(\ln 2)^3}{12}\right]\delta^4+\dots=0.3466\,\delta^2+0.2125\,\delta^4+\dots$$

There is no linear term. That is the part of your intuition that survives: to first order the high and low readings do cancel. With $R_A/R_B=1.1$ the average is only 0.08 % too high.

**Very unequal readings.** Since $\cosh d\ge e^{|d|}/2$, equation (2) gives $\varepsilon\ge|d|/\ln 2-1$. Any value of $d$ is allowed, because $m=\ln(2\cosh d)>|d|$ keeps both readings positive. The error therefore has no upper limit. When $R_A\gg R_B$, equation (1) gives $\beta\approx e^{-\alpha}$, which is negligible beside $\alpha$. The average then approaches $R_s\,\alpha/(2\ln 2)$, with $\alpha$ large.

**In between.** The error grows steadily with the asymmetry. The derivative of $\delta=d/\ln(2\cosh d)$ has the sign of $\ln(2\cosh d)-d\tanh d$, which is positive because $\ln(2\cosh d)>|d|\ge d\tanh d$. So $\delta$ rises with $d$, and $\varepsilon$ rises with $|d|$. Solving equation (1) for a few ratios gives:

| $R_A/R_B$ | Overestimate |
|---|---|
| 1.5 | 1.4 % |
| 2 | 4.1 % |
| 5 | 21.7 % |
| 10 | 43.0 % |
| 100 | 148 % |

For a chosen error, equation (2) can be turned round. An error of 1 % means $\cosh d=2^{0.01}$ and $m=1.01\ln 2$, and the ratio of readings is $(m+d)/(m-d)=1.405$. If the larger reading is less than 1.40 times the smaller, averaging costs less than 1 %, provided the film meets the assumptions of equation (1).

### Your rectangle

A rectangle can be solved without equation (1), which gives an independent check. Let it occupy $0\le x\le L$, $0\le y\le W$, with current in at $(0,0)$ and out at $(L,0)$. The other three sides are insulated, so

$$V=\text{constant}+\sum_{n\ge1}A_n\cos\frac{n\pi x}{L}\cosh\frac{n\pi(W-y)}{L}.$$

Each term satisfies Laplace's equation and has zero slope across $x=0$, $x=L$ and $y=W$. The current per unit length entering through $y=0$ is $-(1/R_s)\,\partial V/\partial y$. Multiply it by $\cos(n\pi x/L)$ and integrate along the side. The two point currents contribute $I[1-(-1)^n]$. On the series side the cosines are orthogonal, with $\int_0^L\cos^2(n\pi x/L)\,dx=L/2$, so

$$I\left[1-(-1)^n\right]=\frac{A_n}{R_s}\,\frac{n\pi}{L}\sinh\frac{n\pi W}{L}\;\frac{L}{2}.$$

Even terms vanish. For odd $n$, $A_n=4IR_s/[n\pi\sinh(n\pi W/L)]$. On the far side $y=W$ the hyperbolic cosine is 1, and the voltage between the corners is $\sum A_n[1-(-1)^n]=2\sum_{\rm odd}A_n$. Thus

$$R=\frac{8R_s}{\pi}\sum_{n=1,3,5,\dots}\frac{1}{n\sinh(n\pi W/L)}.$$

Your film has $R_s=(15\times10^{-8}\ \Omega\,\text{m})/(100\times10^{-9}\ \text{m})=1.5000$ Ω/sq. With $L=10$ mm and $W=8$ mm the series gives $R_A=0.62426$ Ω. Exchanging the two lengths gives $R_B=0.15060$ Ω. These are your readings. Their mean is 0.38743 Ω, so

$$R_{\rm avg}=4.53236\times0.38743\ \Omega=1.7560\ \Omega/\text{sq},$$

which is 17.1 % too high. Solving equation (1) with the same readings returns 1.5000 Ω/sq. You can see the difference by substitution:

- At 1.5000 Ω/sq the exponentials are 0.27051 and 0.72949, with sum 1.00000.
- At 1.7560 Ω/sq they are 0.32731 and 0.76381, with sum 1.09112. The sum exceeds 1, so the trial value is too high.

Equation (2) agrees: $d=0.49602$ gives 17.06 %. The asymmetry is $\delta=0.61129$, for which the $\delta^2$ term alone gives 12.95 % and the first two terms 15.92 %. At this asymmetry the short series is only a guide.

A side ratio of 1.25 has produced a ratio of readings of 4.15, because the side ratio enters through hyperbolic sines. For a square the readings are equal and the average is exact. At a side ratio of 1.1 the overestimate is 3.1 %, at 1.5 it is 55 %, and at 2 it is 156 %. A sample that looks nearly square can still need the full equation.

### What to do with the readings

Solve equation (1) by bisection. The root lies between $(\pi/\ln 2)$ times the smaller reading and $R_{\rm avg}$. At the lower end one exponential is $\tfrac12$ and the other is no larger, so the sum is at most 1. At the upper end the convexity argument makes it at least 1. If the sum at the midpoint exceeds 1, keep the lower half; otherwise keep the upper half.

Some averaging is legitimate, namely that of repeats of the *same* resistance. Reversing the current and averaging $V/I$ removes a constant voltage offset. You may also exchange the current and voltage pairs. In the half-plane, with current in at 4 and out at 3,

$$\frac{V_1-V_2}{I}=\frac{R_s}{\pi}\left[\ln\frac{a+b}{a+b+c}-\ln\frac{b}{b+c}\right]=R_A,$$

and the conformal map carries this to other hole-free shapes. Average such repeats within $R_A$ and within $R_B$, then put the two results into equation (1).

### Where equation (1) itself fails

A film with a hole cannot be mapped conformally to a half-plane. I computed an example with a resistor network for an L-shaped film: a square of 80 × 80 cells with a 35 × 30 block cut from one corner, and contacts at four unrelated points on the outer edge. At the true $R_s$ the sum of exponentials was 1.0000. With a 25 × 50 hole cut in the same film it fell to 0.5515 on this mesh; finer meshes lower this by about 0.0004, so read it as 0.551. Since the sum rises with the trial value, the root of equation (1) then lies above the true sheet resistance, and the average is at least as high as that root.

For a real platinum film, 15 µΩ cm is a rough typical value, somewhat above the bulk resistivity of roughly 11 µΩ cm near room temperature. Your average would report 17.56 µΩ cm, and the excess could be mistaken for extra electron scattering. Several of the model's other simplifications matter less here, at the sizes I assumed. I did not estimate the effects of anisotropy or of contacts set in from the edge. I changed the following one at a time and noted the relative shift in the sheet resistance obtained from equation (1):

- Highly conducting 1 mm square pads at the corners, instead of points: about −0.5 %.
- A film thinning smoothly from the centre to 5 % less at the corners: −0.9 %, relative to a uniform film with the same mean sheet conductance.
- $R_A$ read 1 K warmer than $R_B$, with a rough temperature coefficient of 0.003 per K: +0.18 %.
- A 1 µV offset left in the $R_B$ voltage at 10 mA: +0.03 %.

Self-heating at 10 mA, with 3.26 Ω between the current pads (a 0.1 mm mesh value; finer meshes give 3.27 Ω) and an assumed 20 K/W to the stage, is $(0.010)^2\times3.26\times20=0.0065$ K, a shift of 0.002 %. The thickness is about $10^{-5}$ of the sample width, which supports the two-dimensional treatment. The largest of these shifts is about one twentieth of the 17 % that averaging adds. The numerical output below lists the values in full.

## Numbers as computed

```
film thickness                      100 nm
film resistivity (rough)            15.0 uohm cm
rectangle sides                     10 x 8 mm
true sheet resistance               1.5000 ohm/sq
reading RA                          0.62426 ohm
reading RB                          0.15060 ohm
ratio RA/RB                         4.145
mean reading                        0.38743 ohm
pi/ln 2                             4.53236
solved sheet resistance             1.5000 ohm/sq
averaged sheet resistance           1.7560 ohm/sq
resistivity from average            17.56 uohm cm
overestimate by averaging           17.06 %
half-difference d                   0.49602
asymmetry delta                     0.61129
exponentials at true Rs : A, B, sum  0.27051 0.72949 1.00000
exponentials at averaged: A, B, sum  0.32731 0.76381 1.09112
overestimate at RA/RB =   1.1       0.079 %
overestimate at RA/RB =   1.5       1.421 %
overestimate at RA/RB =   2.0       4.136 %
overestimate at RA/RB =   5.0       21.706 %
overestimate at RA/RB =  10.0       43.008 %
overestimate at RA/RB = 100.0       147.617 %
series coefficients delta^2, delta^4  0.34657 0.21247
example: delta^2 term alone         12.95 %
example: both terms                 15.92 %
RA/RB giving 1 % overestimate       1.4049
side ratio 1.0: RA/RB, overestimate  1.000  0.00 %
side ratio 1.1: RA/RB, overestimate  1.827  3.13 %
side ratio 1.5: RA/RB, overestimate  13.988  55.41 %
side ratio 2.0: RA/RB, overestimate  117.992  156.47 %
network readings RA, RB             0.62435 0.15065 ohm
network solved sheet resistance     1.5003 ohm/sq
L-shaped film, sum of exponentials  1.0000
same film with a hole, sum          0.5515
assumed pad side                    1.0 mm
shift from corner pads              -0.5406 %
shift, corners 5 % thinner          -0.872 % (vs mean film)
assumed temperature coefficient     0.003 1/K (rough)
shift, RA read 1 K warmer           +0.182 %
current; stage thermal resistance   10 mA; 20 K/W
two-contact film resistance         3.26 ohm
self-heating                        0.0065 K
shift from self-heating             +0.0020 %
shift, 1 uV offset on RB          +0.026 %
thickness / sample width            1.25e-05
```
